# Resistive charging loss and stored energy in a voltage-dependent capacitor: verification in Python

```python
"""
Result under test: an empty capacitor with differential capacitance
C(v) = dQ/dv proportional to v**(-1/2), charged to V from a constant-voltage
source through a dissipative path, causes heat = 2 * (energy finally stored).
For C ~ v**(-m) the ratio heat/stored is 1/(1-m).
With a built-in voltage Vbi, C = C0/sqrt(1+v/Vbi), s = sqrt(1+V/Vbi),
the ratio is (2s+1)/(s+2).
Scaled variables: q = Q/Q_final, time in tau = R*Q_final/V, energy in V*Q_final.
Device variables: cm, V, F, C, J unless a name says otherwise.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy import constants as const


def integrate(rhs, start, duration, times=None):
    result = solve_ivp(rhs, (0.0, duration), start, method="DOP853",
                       rtol=1e-9, atol=1e-12, t_eval=times)
    assert result.success
    return result


def close(a, b, tolerance=1e-6):
    return abs(a - b) <= tolerance * abs(b)


def charge_scaled(power, q_start=0.0, current_law=lambda x: x, times=None):
    """Charge a capacitor with v/V = q**power; return heat, stored, solution."""
    def rhs(t, y):
        v = max(y[0], 0.0) ** power
        current = current_law(1.0 - v)
        return [current, (1.0 - v) * current, v * current]
    sol = integrate(rhs, [q_start, 0.0, 0.0], 60.0, times)
    return sol.y[1, -1], sol.y[2, -1], sol


# ---- power laws: time integration against 1/(1-m)
power_ratios = {}
for m in (0.0, 1 / 3, 0.5, -1.0):
    heat, stored, _ = charge_scaled(1 / (1 - m))
    power_ratios[m] = heat / stored
    assert close(heat / stored, 1 / (1 - m))

# ---- time course and energies for the inverse-square-root law
times = np.linspace(0, 60, 601)
heat_half, stored_half, sol = charge_scaled(2.0, times=times)
assert np.max(np.abs(sol.y[0] - np.tanh(times))) < 1e-7
assert close(heat_half, 2 / 3) and close(stored_half, 1 / 3)

# ---- the total does not depend on the conduction law or on inductance
heat_sat, stored_sat, _ = charge_scaled(
    2.0, current_law=lambda x: np.tanh(4 * x) / 4)
assert close(heat_sat / stored_sat, 2.0)
inductance_scaled = 10.0  # L/(R*tau), strongly ringing


def ringing(t, y):
    q, current = y[0], y[1]
    return [current, (1 - q * q - current) / inductance_scaled, current**2]


ring = integrate(ringing, [0, 0, 0], 600.0, np.linspace(0, 600, 12001))
assert ring.y[0].min() > -1e-9
assert close(ring.y[0, -1], 1.0)
peak_ringing_voltage = ring.y[0].max() ** 2
assert peak_ringing_voltage > 1.2
ratio_ringing = ring.y[2, -1] / stored_half
assert close(ratio_ringing, 2.0)

# ---- precharge, slow ramp, discharge
a = 0.5  # sqrt(V0/V), so V0 = V/4
heat_pre, stored_pre, _ = charge_scaled(2.0, q_start=a)
ratio_precharged = heat_pre / stored_pre
assert close(ratio_precharged, 3 / (1 + a + a * a) - 1)


def ramp_heat(ramp_time):
    def rising(t, y):
        current = t / ramp_time - y[0] ** 2
        return [current, current**2]

    def holding(t, y):
        current = 1 - y[0] ** 2
        return [current, current**2]
    first = integrate(rising, [0, 0], ramp_time)
    return integrate(holding, first.y[:, -1], 40.0).y[1, -1]


ramp_ratios = {T: ramp_heat(T) / stored_half for T in (1.0, 10.0, 100.0)}
assert 2 > ramp_ratios[1.0] > ramp_ratios[10.0] > ramp_ratios[100.0]
assert ramp_ratios[100.0] < 0.1
discharge = integrate(lambda t, y: [-y[0] ** 2, y[0] ** 4], [1, 0], 1000.0)
assert close(discharge.y[0, -1], 1 / 1001, 1e-5)
assert close(discharge.y[1, -1], stored_half)

# ---- device inputs: rough typical values for a 1200 V class 4H-SiC diode
bus = 800.0
donors = 8e15
area = 0.1
layer = 12e-4
eps_r = 10.0
resistor = 50.0
frequency = 1e5
vbi_300, vbi_450 = 3.0, 2.75
parallel_c = 10e-12
critical_field = 2.4e6
mobility, v_sat = 900.0, 2e7
gap_ev, tunnel_mass = 3.2, 0.3
e = const.e
eps = eps_r * const.epsilon_0 / 100


def depletion(width):
    """Integrate the space charge: return charge, voltage, field energy."""
    x = np.linspace(0, width, 4001)
    density = np.full_like(x, e * donors)
    dx = x[1] - x[0]
    field = np.concatenate(
        ([0], np.cumsum((density[1:] + density[:-1]) * dx / 2))) / eps
    return (area * eps * field[-1], np.trapezoid(field, x)
            if hasattr(np, "trapezoid") else np.trapz(field, x),
            area * eps / 2 * np.sum((field[1:]**2 + field[:-1]**2) * dx / 2))


# ---- ideal law (no built-in voltage)
width = np.sqrt(2 * eps * bus / (e * donors))
c_bus = area * np.sqrt(e * eps * donors / (2 * bus))
charge = 2 * c_bus * bus
stored = 2 / 3 * c_bus * bus**2
heat = 4 / 3 * c_bus * bus**2
q_num, v_num, u_num = depletion(width)
q_hi, v_hi, _ = depletion(width * 1.0001)
q_lo, v_lo, _ = depletion(width * 0.9999)
assert close(v_num, bus) and close(q_num, charge)
assert close((q_hi - q_lo) / (v_hi - v_lo), c_bus)
assert close(u_num, stored)
c_charge, c_energy = charge / bus, 2 * stored / bus**2
assert close(bus**2 * (c_charge - c_energy / 2), heat)
tau = resistor * charge / bus
time_99 = tau * np.arctanh(np.sqrt(0.99))


# ---- built-in voltage and constant parallel capacitance
def real_energies(vbi, c_par):
    c0 = area * np.sqrt(e * eps * donors / (2 * vbi))
    s = np.sqrt(1 + bus / vbi)
    base = 2 / 3 * c0 * vbi**2 * (s - 1) ** 2
    extra = c_par * bus**2 / 2
    return base * (2 * s + 1) + extra, base * (s + 2) + extra


def real_energies_by_time(vbi, c_par):
    c0 = area * np.sqrt(e * eps * donors / (2 * vbi))

    def rhs(t_ns, y):  # energies in nJ
        current = (bus - y[0]) / resistor
        c_nf = 1e9 * (c0 / np.sqrt(1 + y[0] / vbi) + c_par)
        return [current / c_nf, (bus - y[0]) * current, y[0] * current]
    end = integrate(rhs, [0, 0, 0], 250.0).y[:, -1]
    return end[1] * 1e-9, end[2] * 1e-9


cases = {"Vbi 3.0 V (300 K)": (vbi_300, 0.0),
         "Vbi 2.75 V (450 K)": (vbi_450, 0.0),
         "Vbi 3.0 V and 10 pF": (vbi_300, parallel_c)}
case_results = {}
for name, (vbi, c_par) in cases.items():
    formula = real_energies(vbi, c_par)
    direct = real_energies_by_time(vbi, c_par)
    assert close(direct[0], formula[0]) and close(direct[1], formula[1])
    case_results[name] = direct
extra = parallel_c * bus**2 / 2
ratio_parallel_only = (heat + extra) / (stored + extra)
s_300 = np.sqrt(1 + bus / vbi_300)
assert close(case_results["Vbi 3.0 V (300 K)"][0]
             / case_results["Vbi 3.0 V (300 K)"][1],
             (2 * s_300 + 1) / (s_300 + 2))
small_s = np.sqrt(1 + 0.01)
assert abs((2 * small_s + 1) / (small_s + 2) - 1) < 0.01

# ---- field-energy rise = electrical work + Vbi * charge moved
w_start = np.sqrt(2 * eps * vbi_300 / (e * donors))
w_end = np.sqrt(2 * eps * (bus + vbi_300) / (e * donors))
q0, _, u0 = depletion(w_start)
q1, _, u1 = depletion(w_end)
chemical_part = vbi_300 * (q1 - q0)
assert close(u1 - u0 - chemical_part, case_results["Vbi 3.0 V (300 K)"][1])

# ---- sizes of other neglected effects
assert w_end < layer
peak_field = e * donors * w_end / eps
breakdown = critical_field * layer - e * donors * layer**2 / (2 * eps)
assert peak_field < critical_field and breakdown > bus
tunnel_exponent = (4 * np.sqrt(2 * tunnel_mass * const.m_e)
                   * (gap_ev * e) ** 1.5
                   / (3 * e * const.hbar * peak_field * 100))
edge_speed = bus / resistor / (e * donors * area)
assert edge_speed < 0.1 * v_sat
layer_resistance = layer / (e * donors * mobility * area)

# ---- printed numbers
print("Heat/stored from time integration, C ~ v^-m:")
for m, ratio in power_ratios.items():
    print(f"  m = {m:.3f}: {ratio:.4f}")
print(f"m=1/2: heat/(V Q) = {heat_half:.4f}, stored/(V Q) = {stored_half:.4f}")
print(f"Saturating conductor: heat/stored = {heat_sat / stored_sat:.4f}")
print(f"Ringing, L/(R tau) = {inductance_scaled:.0f}: "
      f"peak v/V = {peak_ringing_voltage:.2f}, ratio = {ratio_ringing:.4f}")
print(f"Precharged to V/4: heat/added energy = {ratio_precharged:.4f}")
for T, ratio in ramp_ratios.items():
    print(f"Source ramp lasting {T:.0f} tau: heat/stored = {ratio:.4f}")
print(f"Discharge heat/stored = {discharge.y[1, -1] / stored_half:.4f}")
print(f"Inputs: V = {bus:.0f} V, N = {donors:.1e} cm^-3, A = {area} cm2")
print(f"  layer = {layer * 1e4:.0f} um, eps_r = {eps_r}, R = {resistor:.0f} ohm")
print("Ideal inverse-square-root law:")
print(f"  depletion width = {width * 1e4:.2f} um")
print(f"  C(V) = {c_bus * 1e12:.1f} pF")
print(f"  charge-equivalent C = {c_charge * 1e12:.1f} pF")
print(f"  energy-equivalent C = {c_energy * 1e12:.1f} pF")
print(f"  charge = {charge * 1e9:.1f} nC")
print(f"  source energy = {charge * bus * 1e6:.1f} uJ")
print(f"  stored energy = {stored * 1e6:.1f} uJ")
print(f"  heat = {heat * 1e6:.1f} uJ")
print(f"  naive C(V)V^2/2 = {c_bus * bus**2 / 2 * 1e6:.1f} uJ")
print(f"  tau = {tau * 1e9:.2f} ns, time to 99% of V = {time_99 * 1e9:.1f} ns")
print(f"  initial current = {bus / resistor:.1f} A")
print(f"  full-cycle heat at {frequency / 1e3:.0f} kHz = "
      f"{charge * bus * frequency:.2f} W")
print("With neglected capacitance effects:")
for name, (h, u) in case_results.items():
    print(f"  {name}: heat {h * 1e6:.2f} uJ, stored {u * 1e6:.2f} uJ, "
          f"ratio {h / u:.3f}")
print(f"  10 pF alone: ratio {ratio_parallel_only:.3f}")
print(f"  s at 300 K = {s_300:.2f}")
print(f"  field-energy rise = {(u1 - u0) * 1e6:.2f} uJ, "
      f"of which Vbi*dQ = {chemical_part * 1e6:.2f} uJ")
print("Other limits (rough material inputs):")
print(f"  width with Vbi = {w_end * 1e4:.2f} um")
print(f"  peak field = {peak_field / 1e6:.2f} MV/cm, "
      f"critical field = {critical_field / 1e6:.1f} MV/cm")
print(f"  plane-junction breakdown estimate = {breakdown:.0f} V")
print(f"  tunnelling: gap {gap_ev} eV, mass {tunnel_mass} m0, "
      f"exponent = -{tunnel_exponent:.0f}")
print(f"  depletion-edge speed = {edge_speed:.2e} cm/s, "
      f"saturation = {v_sat:.0e} cm/s")
print(f"  undepleted layer at most {layer_resistance * 1e3:.1f} mohm "
      f"(mobility {mobility:.0f} cm2/Vs)")
print("OK")
```

It prints:

```
Heat/stored from time integration, C ~ v^-m:
  m = 0.000: 1.0000
  m = 0.333: 1.5000
  m = 0.500: 2.0000
  m = -1.000: 0.5000
m=1/2: heat/(V Q) = 0.6667, stored/(V Q) = 0.3333
Saturating conductor: heat/stored = 2.0000
Ringing, L/(R tau) = 10: peak v/V = 2.30, ratio = 2.0000
Precharged to V/4: heat/added energy = 0.7143
Source ramp lasting 1 tau: heat/stored = 1.5231
Source ramp lasting 10 tau: heat/stored = 0.3455
Source ramp lasting 100 tau: heat/stored = 0.0464
Discharge heat/stored = 1.0000
Inputs: V = 800 V, N = 8.0e+15 cm^-3, A = 0.1 cm2
  layer = 12 um, eps_r = 10.0, R = 50 ohm
Ideal inverse-square-root law:
  depletion width = 10.51 um
  C(V) = 84.2 pF
  charge-equivalent C = 168.4 pF
  energy-equivalent C = 112.3 pF
  charge = 134.8 nC
  source energy = 107.8 uJ
  stored energy = 35.9 uJ
  heat = 71.9 uJ
  naive C(V)V^2/2 = 27.0 uJ
  tau = 8.42 ns, time to 99% of V = 25.2 ns
  initial current = 16.0 A
  full-cycle heat at 100 kHz = 10.78 W
With neglected capacitance effects:
  Vbi 3.0 V (300 K): heat 65.65 uJ, stored 35.75 uJ, ratio 1.837
  Vbi 2.75 V (450 K): heat 65.90 uJ, stored 35.76 uJ, ratio 1.843
  Vbi 3.0 V and 10 pF: heat 68.85 uJ, stored 38.95 uJ, ratio 1.768
  10 pF alone: ratio 1.918
  s at 300 K = 16.36
  field-energy rise = 36.13 uJ, of which Vbi*dQ = 0.38 uJ
Other limits (rough material inputs):
  width with Vbi = 10.53 um
  peak field = 1.52 MV/cm, critical field = 2.4 MV/cm
  plane-junction breakdown estimate = 1838 V
  tunnelling: gap 3.2 eV, mass 0.3 m0, exponent = -140
  depletion-edge speed = 1.25e+05 cm/s, saturation = 2e+07 cm/s
  undepleted layer at most 10.4 mohm (mobility 900 cm2/Vs)
OK
```
